# Radiative correction to a dipole's polarizability from energy conservation

## Definitions and conventions

Gaussian units are used, and the surroundings are vacuum. A real field is the real part of a complex amplitude times \(e^{-i\omega t}\), and \(k=\omega/c\). A particle much smaller than the wavelength is represented by an electric dipole

\[
\mathbf p=\alpha\mathbf E_0 ,
\]

where \(\mathbf E_0\) is the incident field at the particle, without the field that the particle itself produces. The polarizability \(\alpha\) has the dimension of volume. For now it is a scalar. Small size alone does not make the electric dipole the whole response: in a good conductor or a particle of high refractive index the magnetic dipole can match or exceed it in extinction. All results below concern the electric dipole alone.

Let \(\alpha_0\) be the static polarizability, meaning the result of electrostatics with the permittivity that the material has at \(\omega\). It is real for a particle without absorption. The relation to be established is

\[
\frac1\alpha=\frac1{\alpha_0}-\frac{2ik^3}{3}. \tag{1}
\]

Energy conservation fixes the added imaginary term. It says nothing about the rest of \(1/\alpha\), for which (1) takes the static value as an approximation. That holds for the real part and, in an absorbing particle, also for the absorptive part \({\rm Im}(1/\alpha_0)\). With \(e^{+i\omega t}\) every amplitude is replaced by its complex conjugate, and the added term becomes \(+2ik^3/3\).

## Simple case: a dipole without absorption

**Where the energy goes.** The polarization current \(\mathbf J\) is the time derivative of the polarization, so \(\int\mathbf J\,dV=-i\omega\mathbf p\). The incident field obeys the vacuum equations. The scattered field therefore has \(\mathbf J\) as its source:

\[
\nabla\times\mathbf E_s=ik\mathbf H_s,\qquad
\nabla\times\mathbf H_s=-ik\mathbf E_s+\frac{4\pi}{c}\mathbf J .
\]

From \(\nabla\cdot(\mathbf E_s\times\mathbf H_s^*)=\mathbf H_s^*\cdot\nabla\times\mathbf E_s-\mathbf E_s\cdot\nabla\times\mathbf H_s^*\) it follows that

\[
\nabla\cdot(\mathbf E_s\times\mathbf H_s^*)
=ik\left(|\mathbf H_s|^2-|\mathbf E_s|^2\right)-\frac{4\pi}{c}\mathbf J^*\cdot\mathbf E_s .
\]

The first term on the right is imaginary. Taking the real part, multiplying by \(c/8\pi\) and integrating over a volume that encloses the particle gives the radiated power

\[
P_{\rm rad}=-\tfrac12{\rm Re}\int\mathbf J^*\cdot\mathbf E_s\,dV .
\]

The power absorbed by the material is the work of the total field, \(P_{\rm abs}=\frac12{\rm Re}\int\mathbf J^*\cdot(\mathbf E_0+\mathbf E_s)\,dV\). Hence

\[
P_{\rm work}\equiv\tfrac12{\rm Re}\int\mathbf J^*\cdot\mathbf E_0\,dV=P_{\rm rad}+P_{\rm abs}. \tag{2}
\]

**Work of the incident field.** Across a point dipole \(\mathbf E_0\) is uniform, so

\[
P_{\rm work}=\tfrac12{\rm Re}(i\omega\,\mathbf p^*\cdot\mathbf E_0)
=-\tfrac{\omega}{2}{\rm Im}(\mathbf p^*\cdot\mathbf E_0)
=\tfrac{\omega}{2}{\rm Im}(\mathbf p\cdot\mathbf E_0^*)
=\tfrac{\omega}{2}|\mathbf E_0|^2\,{\rm Im}\,\alpha . \tag{3}
\]

A real \(\alpha\) gives no work, yet an oscillating dipole radiates. That is the defect to be repaired.

**Radiated power.** The vector potential of the current is \(\mathbf A=-ik\mathbf p\,e^{ikr}/r\). With \(\mathbf n=\mathbf r/r\), its curl is

\[
\mathbf H_s=-ik\left(ik-\frac1r\right)\frac{e^{ikr}}{r}\,\mathbf n\times\mathbf p
=k^2\left(1+\frac{i}{kr}\right)\frac{e^{ikr}}{r}\,\mathbf n\times\mathbf p . \tag{4}
\]

Far away the \(i/kr\) term drops out and \(\mathbf E_s=\mathbf H_s\times\mathbf n\). The outward flux per unit solid angle is \(c\,r^2|\mathbf H_s|^2/8\pi=ck^4|\mathbf n\times\mathbf p|^2/8\pi\). Since \(|\mathbf n\times\mathbf p|^2=|\mathbf p|^2-|\mathbf n\cdot\mathbf p|^2\), and the average of \(n_in_j\) over directions is \(\delta_{ij}/3\), the angular integral is \(4\pi(1-\frac13)|\mathbf p|^2=8\pi|\mathbf p|^2/3\). Thus

\[
P_{\rm rad}=\frac{ck^4}{3}|\mathbf p|^2 . \tag{5}
\]

**Balance.** With \(P_{\rm abs}=0\), \(\omega=ck\) and \(|\mathbf p|^2=|\alpha|^2|\mathbf E_0|^2\), equations (2), (3) and (5) give

\[
\frac{ck}{2}{\rm Im}\,\alpha=\frac{ck^4}{3}|\alpha|^2
\quad\Longrightarrow\quad
{\rm Im}\,\alpha=\frac{2k^3}{3}|\alpha|^2 .
\]

Because \(1/\alpha=\alpha^*/|\alpha|^2\),

\[
{\rm Im}\frac1\alpha=-\frac{{\rm Im}\,\alpha}{|\alpha|^2}=-\frac{2k^3}{3}. \tag{6}
\]

Any real number may stand beside this imaginary part, and the balance still holds. Choosing \(1/\alpha_0\) gives (1).

**Two limits.** If \(k^3|\alpha_0|\ll1\), then \(\alpha\approx\alpha_0+\frac{2i}{3}k^3\alpha_0^2\). The imaginary part is small, but it supplies all the work that feeds the radiation. In the opposite limit, a resonance with \(1/\alpha_0=0\), the static response diverges while (1) gives the finite value \(\alpha=3i/(2k^3)\). Radiation alone then limits the dipole.

A numerical test of the balance uses the complete field of a unit plane wave plus a dipole, with \(c=1\) and \(k=0.8\), and integrates the energy flux over a sphere. With \(\alpha=\alpha_0=0.7\) a net power of 0.0669 flows out: energy is created. With (1) the net flow vanishes to rounding error, about \(10^{-17}\).

## The same term as a self-field

Energy conservation gives the size of the correction; the dipole's own field shows how it acts. In the Lorenz gauge \(\mathbf E_s=ik\mathbf A+(i/k)\nabla(\nabla\cdot\mathbf A)\). Inserting \(\mathbf A=-ik\mathbf pG\), with \(G=e^{ikr}/r\), gives

\[
\mathbf E_s=k^2\mathbf pG+\nabla(\mathbf p\cdot\nabla G),\qquad
G=\frac1r+ik-\frac{k^2r}{2}-\frac{ik^3r^2}{6}+\dots
\]

The terms of \(G\) with a factor \(i\) produce the field in quadrature with \(\mathbf p\). Since \(\nabla(\mathbf p\cdot\nabla r^2)=2\mathbf p\), that field tends at the origin to

\[
\mathbf E_{\rm quad}=i\left(k^3-\frac{k^3}{3}\right)\mathbf p=\frac{2i}{3}k^3\mathbf p .
\]

If the particle responds statically to the incident field plus this field, then \(\mathbf p=\alpha_0(\mathbf E_0+\frac{2i}{3}k^3\mathbf p)\). Division by \(\alpha_0\) and collection of the terms in \(\mathbf p\) reproduce (1).

The in-phase part of the self-field diverges at the origin. For a real particle it is finite and depends on size, shape and material. Being in phase with \(\mathbf p\), it does no work on the dipole averaged over a period, so the energy balance cannot supply the real part.

In a model of many coupled dipoles, \(\mathbf E_0\) in this section becomes the external field plus the fields of all the other dipoles. The self-field is unchanged, so each dipole keeps the same correction.

## First generalization: a tensor response

For an anisotropic lossless particle \(\alpha\) is a matrix. Equation (3) becomes \(P_{\rm work}=\frac{\omega}{2}\mathbf E_0^\dagger\frac{\alpha-\alpha^\dagger}{2i}\mathbf E_0\), and (5) becomes \(P_{\rm rad}=\frac{ck^4}{3}\mathbf E_0^\dagger\alpha^\dagger\alpha\mathbf E_0\). They agree for every complex \(\mathbf E_0\), so the two Hermitian matrices are equal:

\[
\frac{\alpha-\alpha^\dagger}{2i}=\frac{2k^3}{3}\alpha^\dagger\alpha .
\]

If \(\alpha\) is invertible, multiplication by \((\alpha^\dagger)^{-1}\) from the left and \(\alpha^{-1}\) from the right gives

\[
\frac{\alpha^{-1}-(\alpha^{-1})^\dagger}{2i}=-\frac{2k^3}{3}\,\mathbb 1 .
\]

The correction is isotropic even when the particle is not. For a scalar this returns to (6).

## Second generalization: absorption

Define the response without radiation reaction by

\[
\frac1{\alpha_{\rm nr}}=\frac1\alpha+\frac{2ik^3}{3}. \tag{7}
\]

Equations (2), (3) and (5) now give

\[
P_{\rm abs}=\frac{\omega}{2}|\mathbf E_0|^2\left({\rm Im}\,\alpha-\frac{2k^3}{3}|\alpha|^2\right)
=\frac{\omega}{2}|\mathbf p|^2\left(-{\rm Im}\frac1{\alpha_{\rm nr}}\right).
\]

A passive particle has \(P_{\rm abs}\ge0\), hence \(-{\rm Im}(1/\alpha_{\rm nr})\ge0\). Dividing the powers by the incident intensity \(c|\mathbf E_0|^2/8\pi\) yields the cross sections

\[
\sigma_{\rm ext}=4\pi k\,{\rm Im}\,\alpha,\quad
\sigma_{\rm sca}=\frac{8\pi}{3}k^4|\alpha|^2,\quad
\sigma_{\rm abs}=4\pi k|\alpha|^2\left(-{\rm Im}\frac1{\alpha_{\rm nr}}\right). \tag{8}
\]

The ratio of radiative to absorptive loss is

\[
R=\frac{\sigma_{\rm sca}}{\sigma_{\rm abs}}=\frac{2k^3/3}{-{\rm Im}(1/\alpha_{\rm nr})}.
\]

For \(R\ll1\) the correction hardly changes the extinction. For vanishing absorption (6) returns. Passivity also sets a ceiling on the electric-dipole extinction: \({\rm Im}\,\alpha\ge\frac23k^3|\alpha|^2\ge\frac23k^3({\rm Im}\,\alpha)^2\), so \({\rm Im}\,\alpha\le3/(2k^3)\) and

\[
\sigma_{\rm ext}\le\frac{6\pi}{k^2}. \tag{9}
\]

## Third stage: a sphere of finite size

A homogeneous sphere of radius \(a\) and permittivity \(\varepsilon\) shows what the static real part omits. Let \(\mathbf E_0\) at its centre point along \(z\). The electric-dipole part of the field has \(H_\varphi=u(r)\sin\theta/r\), and \(\nabla\times\mathbf H=-ik\varepsilon\mathbf E\) gives

\[
E_r=\frac{2iu\cos\theta}{k\varepsilon r^2},\qquad
E_\theta=-\frac{iu'\sin\theta}{k\varepsilon r}.
\]

Inserting these in \(\nabla\times\mathbf E=ik\mathbf H\) yields \(u''+(\varepsilon k^2-2/r^2)u=0\). Its solutions are built from

\[
\psi(z)=\frac{\sin z}{z}-\cos z,\qquad
\chi(z)=-\frac{\cos z}{z}-\sin z,\qquad
\xi=\psi+i\chi=-e^{iz}\left(1+\frac iz\right).
\]

Outside, \(u=C[\psi(kr)-a_1\xi(kr)]\), an incident part plus an outgoing one. Near the centre \(\psi(kr)\approx k^2r^2/3\), so the incident part has \(E_r=\frac{2i}{3}Ck\cos\theta\). This must equal \(E_0\cos\theta\), hence \(C=-3iE_0/(2k)\). For the outgoing part, (4) with \(\mathbf n\times\hat{\mathbf z}=-\sin\theta\,\hat{\boldsymbol\varphi}\) gives \(H_\varphi=k^2p\,\xi\sin\theta/r\). Therefore \(k^2p=-Ca_1\) and

\[
\alpha=\frac{3i}{2k^3}a_1 .
\]

Tangential fields are continuous, so \(u\) and \(u'/\varepsilon\) are continuous at \(r=a\). Inside, \(u\propto\psi(mkr)\) with \(m^2=\varepsilon\). Let \(x=ka\) and \(L=m\psi'(mx)/[\varepsilon\psi(mx)]\), with \(\psi,\chi,\xi\) below taken at \(x\). Then

\[
\frac{\psi'-a_1\xi'}{\psi-a_1\xi}=L
\;\Rightarrow\;
\frac1{a_1}=\frac{\xi'-L\xi}{\psi'-L\psi}=1+i\,\frac{\chi'-L\chi}{\psi'-L\psi},
\]

\[
\frac1\alpha=-\frac{2ik^3}{3a_1}
=\frac{2k^3}{3}\,\frac{\chi'-L\chi}{\psi'-L\psi}-\frac{2ik^3}{3}. \tag{10}
\]

The function \(\psi\) is even, so \(L\) depends on \(m^2=\varepsilon\) and is real for real \(\varepsilon\). The first term of (10) is then real, and (6) holds for the dipole response of a lossless sphere of any size. For \(\varepsilon=4,12,-3\) and \(x=0.1,0.5,1.3\), direct solution of the boundary conditions confirms (6) to a relative error below \(10^{-13}\).

**Small-sphere limit.** The needed series are \(\psi=x^2/3-x^4/30\), \(\psi'=2x/3-2x^3/15\), \(\chi=-1/x-x/2\) and \(\chi'=1/x^2-1/2\), up to higher orders. They give \(L=2/(\varepsilon x)-x/5\) and

\[
\chi'-L\chi=\frac{\varepsilon+2}{\varepsilon x^2}+\frac1\varepsilon-\frac7{10},\qquad
\psi'-L\psi=\frac{2x}{3}\,\frac{\varepsilon-1}{\varepsilon}\left(1-\frac{x^2}{10}\right).
\]

In the quotient the terms of order \(x^2\) combine as \(1-\frac7{10}\varepsilon+\frac1{10}(\varepsilon+2)=-\frac35(\varepsilon-2)\), so that

\[
\frac1{\alpha_{\rm nr}}=\frac{\varepsilon+2-\frac35x^2(\varepsilon-2)+\dots}{(\varepsilon-1)a^3}. \tag{11}
\]

As \(x\to0\) at fixed \(\varepsilon\) this is the static sphere formula. The series for \(L\) runs in \(mx\), so (11) needs \(|\varepsilon|x^2\ll1\) as well as \(x\ll1\). For a perfect conductor, \(L=0\), the same steps give \(a^3/\alpha_{\rm nr}=1-\frac3{10}x^2\), not the \(1-\frac35x^2\) that (11) would suggest. The first correction is of order \(k^2\), one power of \(k\) lower than the radiative term. For real \(\varepsilon\) it is real and cannot repair the energy balance. For complex \(\varepsilon\) it multiplies the static absorptive term \({\rm Im}(1/\alpha_0)\) by \(1+x^2/5\), about 4% in the worked example below.

**Absorbing sphere.** For \(x=0.6\) and \(\varepsilon=-3+0.4i\), integrating the Joule heat of the dipole field inside the sphere gives an absorption cross section of \(11.9754\,a^2\). Equation (8), with \(\alpha_{\rm nr}\) obtained from (10), gives the same number.

## Worked example: a resonant metal sphere

Take \(a=25\) nm and the Drude permittivity

\[
\varepsilon(\omega)=\varepsilon_\infty-\frac{\omega_p^2}{\omega(\omega+i\gamma)},
\]

with \(\varepsilon_\infty=5\), \(\hbar\omega_p=9\) eV and \(\hbar\gamma=0.05\) eV. These are rough values in the regime of silver. The static resonance, \({\rm Re}\,\varepsilon\approx-2\), lies at \(\hbar\omega_0=9/\sqrt7=3.402\) eV, where \(k=0.01724\) nm\(^{-1}\), \(x=0.431\) and \(\varepsilon=-1.9985+0.1029i\).

With the static form of \(\alpha_{\rm nr}\), the two loss terms are

\[
\frac{2k^3}{3}=3.415\times10^{-6}\ {\rm nm}^{-3},\qquad
-{\rm Im}\frac1{\alpha_{\rm nr}}\approx\frac{0.1029}{3\times25^3}=2.19\times10^{-6}\ {\rm nm}^{-3},
\]

so \(R=1.56\). Without the correction, (8) gives \(\sigma_{\rm ext}=98\,700\) nm\(^2\) but \(\sigma_{\rm sca}=153\,600\) nm\(^2\). The particle would scatter more than it removes from the beam. The extinction also exceeds the ceiling (9), which is \(63\,400\) nm\(^2\) here.

With the correction the loss terms add to \(5.61\times10^{-6}\) nm\(^{-3}\). At resonance the real part of \(1/\alpha\) is negligible, so \({\rm Im}\,\alpha\approx1/(5.61\times10^{-6})=1.783\times10^5\) nm\(^3\). Then

\[
\sigma_{\rm ext}=4\pi(0.01724)(1.783\times10^5)\approx38\,600\ {\rm nm}^2 ,
\]

made up of \(23\,500\) nm\(^2\) of scattering and \(15\,100\) nm\(^2\) of absorption.

**Linewidth.** Near resonance put \(\delta=\omega-\omega_0\). Since \(\omega_p^2=(\varepsilon_\infty+2)\omega_0^2\), to first order in \(\delta\) and \(\gamma\)

\[
\varepsilon+2\approx\frac{2(\varepsilon_\infty+2)}{\omega_0}\left(\delta+\frac{i\gamma}{2}\right),\qquad
\frac1{\alpha_{\rm nr}}\approx-\frac{\varepsilon+2}{3a^3}=-s\left(\delta+\frac{i\gamma}{2}\right),
\]

with \(s=2(\varepsilon_\infty+2)/(3\omega_0a^3)\). Adding \(-2ik^3/3\) replaces \(\gamma\) by

\[
\Gamma=\gamma+\frac{4k^3}{3s}=\gamma+\frac{2x^3\omega_0}{\varepsilon_\infty+2}, \tag{12}
\]

where \(x\) is taken at \(\omega_0\). The radiative part is \(2(0.431)^3(3.402)/7=0.078\) eV, and the full width at half maximum is 0.128 eV. A scan of the corrected extinction gives 0.1275 eV, against 0.050 eV for the static form.

**What the static real part misses.** At \(\varepsilon=-2\) the \(k^2\) term in (11) adds \(-0.8x^2/a^3\) to \(1/\alpha\). The real part vanishes when \(-s\delta=0.8x^2/a^3\), so

\[
\delta=-\frac{1.2\,x^2\omega_0}{\varepsilon_\infty+2},
\]

about \(-0.11\) eV. Its size is \(1.2/x\) times the radiative half-width \(x^3\omega_0/(\varepsilon_\infty+2)\), so for small \(x\) the shift is the larger effect. The full dipole response (10) peaks at 3.297 eV with \(42\,000\) nm\(^2\) and a width of 0.124 eV. Formula (1) with the static real part peaks at 3.400 eV with \(38\,600\) nm\(^2\). For this sphere it describes the width and height fairly well, but misplaces the line by 0.10 eV, most of a linewidth. Including the \(k^2\) term brings the peak to 3.292 eV. At the full dipole peak the other multipoles, counted up to the octupole, add just 20 nm\(^2\).

**Further losses in real silver.** The Drude parameters chosen above leave out several sources of loss. All the following values are at the fixed energy 3.402 eV and use the static real part.

- Electron collisions with the surface, estimated as \(\hbar v_F/a\) with a rough \(v_F=1.4\times10^6\) m/s, add 0.037 eV to the damping. The extinction falls from \(38\,600\) to \(30\,000\) nm\(^2\).
- A rough interband contribution of 0.2 to \({\rm Im}\,\varepsilon\), without surface collisions, gives \(22\,000\) nm\(^2\).
- Damping raised by one third, a rough allowance for warming from 300 to 400 K, gives \(34\,200\) nm\(^2\) by itself.
- All three together give \(17\,800\) nm\(^2\) and \(R=0.39\).

The neglected losses can therefore more than halve the calculated extinction. With \(R<1\) the static form no longer predicts more scattering than extinction, but it is still wrong. At resonance it exceeds the corrected extinction by the factor \(1+R\), here about 1.4. Nonlocal screening has an energy scale \(\sqrt{3/5}\,\hbar v_F/a\), about 0.03 eV for this radius; its actual shift was not calculated. Interband transitions also make \({\rm Re}\,\varepsilon\) steeper than a constant \(\varepsilon_\infty\) allows. In terms of the slope \(\varepsilon'=d\,{\rm Re}\,\varepsilon/d(\hbar\omega)\) at \(\varepsilon=-2\), the radiative width is \(4x^3/\varepsilon'\) and the shift is \(-2.4x^2/\varepsilon'\). The Drude model has \(\varepsilon'=4.1\) eV\(^{-1}\). Measured silver reaches \(\varepsilon=-2\) near 3.5 eV with a slope of roughly 6 eV\(^{-1}\), which lowers the two to about 0.06 and \(-0.08\) eV. The widths and shifts above therefore belong to the model, not to silver. A substrate, a surrounding medium or a nonspherical shape also changes the resonance and lies outside this model. The numerical output below lists the values in full.

## Calculated quantities

```
Test: radiated power, quadrature = 0.14062933 (c=1 units)
Test: radiated power, formula = 0.14062933 (c=1 units)
Test: net outflow, real alpha 0.7, k 0.8 = 0.066901 (c=1 units)
Test: same with correction, magnitude = 2.2e-17 (c=1 units)
Test: largest relative error, lossless spheres = 6.4e-14
Test: lossy sphere Joule heat = 11.97539884 (radius squared)
Test: lossy sphere dipole balance = 11.97539884 (radius squared)
Input: radius = 25.0 nm
Input: eps_inf = 5.0
Input: plasma energy = 9.00 eV
Input: damping energy = 0.050 eV
Static resonance energy = 3.4017 eV
Vacuum wavelength at resonance = 364.5 nm
k at resonance = 0.017239 nm^-1
x = ka at resonance = 0.4310
Permittivity at resonance = -1.9985 + 0.1029 i
Radiative term 2k^3/3 = 3.4153e-06 nm^-3
Absorptive term -Im(1/alpha_nr) = 2.1942e-06 nm^-3
Static alpha = 8.9286e+03 + 4.5558e+05 i nm^3
Corrected alpha = 1.3665e+03 + 1.7826e+05 i nm^3
Static extinction = 98692 nm^2
Static scattering = 153620 nm^2
Static scattering/extinction = 1.557
Corrected extinction = 38616 nm^2
Corrected scattering = 23511 nm^2
Corrected absorption = 15105 nm^2
Dipole extinction limit 6 pi/k^2 = 63429 nm^2
Radiative width, formula = 0.0778 eV
Total width, formula = 0.1278 eV
Peak, static: 3.4017 eV, 98692 nm^2, width 0.0499 eV
Peak, static + radiative: 3.4002 eV, 38637 nm^2, width 0.1275 eV
Peak, with k^2 term: 3.2923 eV, 42191 nm^2, width 0.1238 eV
Peak, full sphere dipole: 3.2972 eV, 41977 nm^2, width 0.1241 eV
Shift, full dipole minus simple = -0.1030 eV
Other multipoles at full dipole peak = 20 nm^2
Other multipoles, largest in 2.5-4.3 eV = 1564 nm^2
Input: rough Fermi speed = 1.40e+06 m/s
Surface scattering energy = 0.0369 eV
Nonlocal screening energy scale = 0.0286 eV
Input: rough extra interband Im eps = 0.20
At resonance, Drude loss only: radiative/absorptive 1.557, extinction 38616 nm^2
At resonance, with surface scattering: radiative/absorptive 0.897, extinction 29978 nm^2
At resonance, with interband loss: radiative/absorptive 0.533, extinction 21979 nm^2
At resonance, with damping x 4/3 (rough 300 to 400 K): radiative/absorptive 1.168, extinction 34164 nm^2
At resonance, with all three losses: radiative/absorptive 0.393, extinction 17774 nm^2
```
